# Seniority and Rotationally Invariant Two-Body Interactions in a Single j Shell, part 2

Identical fermions, created by \(a_m^\dagger\) from the vacuum \(|0\rangle\), occupy one shell of half-integer \(j\), with \(\Omega=j+\tfrac12\). Does a rotationally invariant two-body interaction conserve seniority \(v\), the number of particles not in \(K=0\) pairs? The interaction is

\[
H=\sum_{K\ \mathrm{even}}V_KH_K,\qquad H_K=\sum_MA_{KM}^\dagger A_{KM}, \tag{1}
\]

where \(V_K\) is the energy of two particles coupled to \(K\), and

\[
A_{KM}^\dagger=\frac1{\sqrt2}\sum_{mm'}\langle jm\,j{m'}|KM\rangle\,a_m^\dagger a_{m'}^\dagger .
\]

With \(\eta_m=(-1)^{j-m}\), \(S_+=\sum_{m>0}\eta_ma_m^\dagger a_{-m}^\dagger\) and \(S_-=S_+^\dagger\),

\[
A_{00}^\dagger=\frac{2S_+}{\sqrt{2(2j+1)}}=\frac{S_+}{\sqrt\Omega}, \tag{2}
\]

\[
[S_+,a_m]=\tfrac12(\eta_{-m}-\eta_m)a_{-m}^\dagger=-\eta_ma_{-m}^\dagger. \tag{6}
\]

Seniority is conserved when \([H,S^2]=0\), where \(S^2=S_+S_-+S_0^2-S_0\), \(S_0=\tfrac12(N-\Omega)\) and \(N\) is the particle number. This holds for all \(j\le7/2\), and for at most two particles in any shell. The unitary \(C=\exp[-\tfrac12\pi(S_+-S_-)]\) commutes with \(S^2\), takes \(n\) particles to \(2\Omega-n\), and gives

\[
CHC^{-1}=H+\Big(1-\frac N\Omega\Big)\sum_K(2K+1)V_K. \tag{8}
\]

For three particles, the \(v=1\) states \(S_+a_m^\dagger|0\rangle\) have \(J=j\) and squared norm \(\Omega-1\); \(\Psi_1\) is such a state, normalized. At \(j=9/2\) exactly two multiplets have \(J=9/2\), one with \(v=1\) and one with \(v=3\). Let \(\{2m_1,2m_2,\dots\}\) denote \(a_{m_1}^\dagger a_{m_2}^\dagger\cdots|0\rangle\). For \(M=9/2\),

\[
\Psi_1=\tfrac12S_+a_{9/2}^\dagger|0\rangle=\tfrac12\big(-\{9,7,-7\}+\{9,5,-5\}-\{9,3,-3\}+\{9,1,-1\}\big). \tag{11}
\]

The normalized \(v=3\) state \(\Psi_3\), with \(S_-\Psi_3=0\), has the coefficients

\[
\begin{gathered}
a=-3,\quad b=3,\quad c=1,\quad d=-5,\\
e=-\frac{4\sqrt{21}}3,\quad f=\frac{4\sqrt{24}}3,\quad g=-\frac{5\sqrt{24}}3
\end{gathered}\tag{10}
\]

divided by \(\nu\), where \(\nu^2=572/3\). In order, they multiply \(\{9,7,-7\}\), \(\{9,5,-5\}\), \(\{9,3,-3\}\), \(\{9,1,-1\}\), \(\{7,5,-3\}\), \(\{7,3,-1\}\) and \(\{5,3,1\}\). Raising \(m\) to \(m+1\) gives the factor \(\sqrt{(j-m)(j+m+1)}\).

### (g) Pair content of the seniority-one state

**Find \(w_K=\langle\Psi_1|H_K|\Psi_1\rangle\), the mean number of pairs with angular momentum \(K\), for general \(j\ge3/2\).**

**Solution.** For \(K=0\), \(H_0=S_+S_-/\Omega\). On \(S_+a_m^\dagger|0\rangle\) the operator \(S_+S_-\) has eigenvalue \(\Omega-1\), so

\[
w_0=\frac{\Omega-1}\Omega=\frac{2j-1}{2j+1}.
\]

For \(K>0\) use \([a_\mu,S_+]=\eta_\mu a_{-\mu}^\dagger\), which is (6) with the commutator reversed. Then

\[
[a_{\mu'}a_\mu,S_+]=\eta_\mu\delta_{\mu',-\mu}-\eta_\mu a_{-\mu}^\dagger a_{\mu'}+\eta_{\mu'}a_{-\mu'}^\dagger a_\mu .
\]

Now sum with the weight \(\langle j\mu\,j\mu'|KM\rangle/\sqrt2\) that occurs in \(A_{KM}\). The first term is proportional to the overlap of a \(K\) pair with a \(K=0\) pair and vanishes. The other two are equal, because the coefficient is antisymmetric under \(\mu\leftrightarrow\mu'\). So

\[
[A_{KM},S_+]=\sqrt2\sum_{\mu\mu'}\langle j\mu\,j\mu'|KM\rangle\,\eta_{\mu'}a_{-\mu'}^\dagger a_\mu .
\]

Since \(A_{KM}a_m^\dagger|0\rangle=0\), the amplitude for removing the pair and leaving orbital \(p\) is

\[
\langle0|a_pA_{KM}S_+a_m^\dagger|0\rangle=\sqrt2\,\eta_{-p}\langle jm\,j{-p}|KM\rangle .
\]

The squares, summed over \(p\), \(m\) and \(M\), give \(2(2K+1)\). Each of the \(2j+1\) values of \(m\) contributes equally, since \(H_K\) is a scalar. Dividing by \(2j+1\) and by the squared norm \(\Omega-1=(2j-1)/2\),

\[
w_K=\frac{4(2K+1)}{(2j+1)(2j-1)}\qquad(K>0). \tag{12}
\]

For \(j=9/2\) this is \(w_K=(2K+1)/20\), and \(w_0=4/5\). The total is \(0.80+0.25+0.45+0.65+0.85=3\), the number of pairs among three particles.

### (h) The coupling

**Calculate \(\langle\Psi_3|H|\Psi_1\rangle\) for arbitrary \(V_K\). When is seniority conserved in \((9/2)^3\)?**

**Solution.** Let \(c_K=\langle\Psi_3|H_K|\Psi_1\rangle\). Both states have \(J=j\) and \(M=9/2\). The states \(A_{KM}^\dagger a_p^\dagger|0\rangle\) transform like a product of angular momenta \(K\) and \(j\), so the Wigner-Eckart theorem gives

\[
\langle0|a_pA_{KM}|\Psi_i\rangle=\langle KM\,jp|j\tfrac92\rangle\,g_K^{(i)},\qquad i=1,3.
\]

All quantities can be taken real. Insert the complete set of one-particle states between \(A_{KM}^\dagger\) and \(A_{KM}\). The squared Clebsch-Gordan coefficients sum to one, which leaves \(w_K=(g_K^{(1)})^2\) and \(c_K=g_K^{(3)}g_K^{(1)}\). Hence

\[
c_K=w_Kr_K,\qquad r_K=g_K^{(3)}/g_K^{(1)} . \tag{13}
\]

The ratio \(r_K\) can be read from one convenient choice of \(M\) and \(p\), provided the amplitude in \(\Psi_1\) is not zero.

For \(K=M=8\) the pair is \(\{9,7\}\), and the remaining particle has \(2p=9-16=-7\). The amplitudes are the coefficients of \(\{9,7,-7\}\), namely \(-1/2\) in \(\Psi_1\) and \(-3/\nu\) in \(\Psi_3\). Therefore

\[
r_8=\frac6\nu,\qquad c_8=\frac{17}{20}\,\frac6\nu=\frac{153}{30\nu}.
\]

For \(K=M=6\) the pair is \(\alpha\{9,3\}+\beta\{7,5\}\). Raising it must give zero. Both terms lead to \(\{9,5\}\), with factors \(\sqrt{21}\) and 3, so \(\sqrt{21}\alpha+3\beta=0\). Normalization allows \(\alpha=3/\sqrt{30}\) and \(\beta=-\sqrt{21}/\sqrt{30}\). The remaining particle has \(2p=-3\), and the amplitudes combine the coefficients of \(\{9,3,-3\}\) and \(\{7,5,-3\}\):

\[
\Psi_1:\ -\frac{3}{2\sqrt{30}},\qquad
\Psi_3:\ \frac1{\nu\sqrt{30}}\Big(3+\sqrt{21}\,\frac{4\sqrt{21}}3\Big)=\frac{31}{\nu\sqrt{30}} .
\]

Thus \(r_6=-62/(3\nu)\), and

\[
c_6=\frac{13}{20}\Big(-\frac{62}{3\nu}\Big)=-\frac{403}{30\nu}.
\]

The other coefficients follow without further states. First, \(c_0=0\), because \(S_-\Psi_3=0\). Second, \(\sum_KH_K\) counts every pair once:

\[
\sum_KH_K=\tfrac12N(N-1). \tag{14}
\]

Third, \(K(K+1)\) is the value of \((\mathbf j_i+\mathbf j_k)^2\) for particles \(i\) and \(k\). Summing over pairs, with \(2\sum_{i<k}\mathbf j_i\cdot\mathbf j_k=J^2-Nj(j+1)\),

\[
\begin{aligned}
\sum_KK(K+1)H_K&=N(N-1)j(j+1)+J^2-Nj(j+1)\\
&=J^2+N(N-2)j(j+1).
\end{aligned}\tag{15}
\]

Both right-hand sides are the same number for \(\Psi_1\) and \(\Psi_3\), which are orthogonal. Therefore \(\sum_Kc_K=0\) and \(\sum_KK(K+1)c_K=0\). In units of \(1/(30\nu)\),

\[
c_2+c_4=403-153=250,\qquad 6c_2+20c_4=42\cdot403-72\cdot153=5910 .
\]

Six times the first equation subtracted from the second gives \(14c_4=4410\), so \(c_4=315\) and \(c_2=-65\). Finally \(30\nu=\sqrt{900\cdot572/3}=\sqrt{171600}=20\sqrt{429}\), and

\[
\boxed{\langle\Psi_3|H|\Psi_1\rangle=\frac{-65V_2+315V_4-403V_6+153V_8}{20\sqrt{429}}}. \tag{16}
\]

The overall sign depends on the phases chosen for the states. The four coefficients \(c_2,c_4,c_6,c_8\) are \(-0.1569\), \(0.7604\), \(-0.9729\) and \(0.3693\), and they agree with a direct numerical evaluation of \(\langle\Psi_3|H_K|\Psi_1\rangle\).

In \((9/2)^3\), seniority is conserved if and only if

\[
65V_2-315V_4+403V_6-153V_8=0, \tag{17}
\]

because the two \(J=9/2\) multiplets are the only states of different seniority that a scalar operator can connect. An interaction acting only in pairs with \(K=2\) already violates it. A pure pairing force, with only \(V_0\neq0\), satisfies it. So do a constant \(V_K\) and \(V_K\propto K(K+1)\), by the identities just used.

This is the first violation in both senses: smaller shells have none, and in this shell none is possible for \(n\le2\). By the particle-hole relation (8), the same condition governs \(n=7\). Condition (17) is necessary for conservation throughout the shell. The argument does not show that it is sufficient for \(n=4,5,6\).

### (i) Coulomb repulsion in a Dirac shell

**Three electrons occupy the \(5g_{9/2}\) shell of a point nucleus of charge \(Z=80\), with no other electrons present. Use hydrogenic Dirac orbitals and the instantaneous Coulomb repulsion within this shell. How strongly are the two seniorities mixed?**

**Solution.** In atomic units \(c=1/\alpha\), where \(\alpha\) is the fine-structure constant. The large and small radial functions \(P\) and \(Q\), for energy \(W\) including the rest energy, obey

\[
\begin{aligned}
P'&=\frac{5P}r+\frac{W+Z/r+c^2}{c}\,Q,\\
Q'&=-\frac{5Q}r-\frac{W+Z/r-c^2}{c}\,P .
\end{aligned}
\]

Try \(P\propto r^\gamma e^{-\lambda r}\) and \(Q=qP\) with constant \(q\). The \(1/r\) terms require \(\gamma=5+Zq/c\) and \(\gamma=-5-Z/(cq)\). Eliminating \(q\),

\[
q=-\frac{(5-\gamma)c}{Z},\qquad \gamma=\sqrt{25-(Z\alpha)^2}.
\]

The constant terms require \(-\lambda=(W+c^2)q/c\) and \(\lambda q=(W-c^2)/c\). Both hold for \(W=c^2\gamma/5\) and \(\lambda=Z/5\), since \(q\) also equals \(-Z/[c(5+\gamma)]\). For \(Z=80\), \(\gamma=4.9658\) and \(Q/P=-0.0586\).

The angular spinors of the small component are those of the large one multiplied by \(-\boldsymbol\sigma\cdot\hat{\mathbf r}\), whose square is one. Both components therefore have the same angular densities, and only the sum \(\rho=P^2+Q^2\) enters. Normalized to one,

\[
\rho(r)=\frac{(2\lambda)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2\lambda r}.
\]

The multipole expansion of \(1/r_{12}\) leads to the Slater integrals \(F^k=\iint\rho(r)\rho(r')\,r_<^k/r_>^{k+1}\,dr\,dr'\). The two orderings of the radii contribute equally. Setting the smaller radius equal to \(t\) times the larger, and integrating over the larger,

\[
F^k=\frac{4\lambda\,\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\int_0^1\frac{t^{2\gamma+k}}{(1+t)^{4\gamma+1}}\,dt . \tag{18}
\]

For \(k=0,2,4,6,8\) this gives \(2.6524\), \(1.5514\), \(1.0566\), \(0.7892\) and \(0.6255\) hartree. Odd \(k\) is excluded by parity.

The energy of a coupled pair follows from the scalar-product rule of angular-momentum recoupling:

\[
V_K=\sum_k(-1)^{2j+K}(2j+1)^2
\begin{pmatrix}j&k&j\\ \tfrac12&0&-\tfrac12\end{pmatrix}^{\!2}
\begin{Bmatrix}j&j&K\\ j&j&k\end{Bmatrix}F^k. \tag{19}
\]

The squared \(3j\) symbol with its prefactor is the squared reduced matrix element of the multipole operator. For \(k=0\) the angular factor is one, as it must be for a constant interaction. Equation (19) was also tested against pair energies obtained by angular quadrature over explicit spinors. In hartree,

\[
\begin{gathered}
V_0=3.24560,\quad V_2=2.86635,\quad V_4=2.61538,\\
V_6=2.49367,\quad V_8=2.52115 .
\end{gathered}
\]

With the coefficients \(c_K\) of part (h), the coupling in hartree is

\[
-0.44976+1.98878-2.42597+0.93118=0.0442,
\]

or \(1.20\) eV. Large terms cancel, partly because the constant part of \(V_K\) and the part linear in \(K(K+1)\) drop out. Subtract the function linear in \(K(K+1)\) that passes through \(V_2\) and \(V_8\). The remainders are \(-0.1777\) at \(K=4\) and \(-0.1844\) at \(K=6\). They contribute \(-0.135\) and \(+0.179\) hartree, which still largely compensate.

The diagonal energies need the pair weights. In \(\Psi_3\) these are \((g_K^{(3)})^2=c_K^2/w_K\), or \(0.0985\), \(1.2850\), \(1.4561\) and \(0.1605\) for \(K=2,4,6,8\). Multiplying by \(V_K\) and summing,

\[
\begin{aligned}
E_1&=2.5965+0.7166+1.1769+1.6209+2.1430=8.2539,\\
E_3&=0.2823+3.3607+3.6309+0.4046=7.6785
\end{aligned}
\]

in hartree. The \(v=1\) state lies higher. It contains \(0.8\) of a \(K=0\) pair, the most strongly repelling one, and \(\Psi_3\) contains none. This is not the only contribution. The constant and linear parts of \(V_K\) also drop out of \(E_1-E_3=0.575\) hartree. Measured from the same linear function as above, the remainder at \(K=0\) is \(+0.3479\) and supplies \(0.278\) hartree. The larger weights of the \(K=4\) and \(K=6\) pairs in \(\Psi_3\) supply \(0.148\) and \(0.149\) hartree.

Half the difference is \(0.2877\) hartree, and the levels are

\[
E_\pm=\frac{E_1+E_3}2\pm\sqrt{0.2877^2+0.0442^2},
\]

that is, \(7.6751\) and \(8.2572\) hartree. Their separation is \(15.8\) eV. The fraction of the minority seniority in each level is

\[
\frac12\Big(1-\frac{0.2877}{0.2910}\Big)\approx0.006 ,
\]

where the unrounded value is \(0.0058\). Seniority is violated in these two three-electron levels, but each of them is still 99.4 per cent of a single seniority.

These energies are repulsion energies in first order within one shell. The Breit interaction, radiative corrections, the finite nuclear size, the response of the orbitals and all other configurations are left out. The other configurations are not a small correction: the Dirac energy of \(5g_{7/2}\) lies only \(0.44\) hartree below that of \(5g_{9/2}\), less than the separation of the two levels found here, and the Coulomb repulsion mixes the two shells. The numbers therefore measure the violation in the one-shell model and do not predict the spectrum of the ion. The remaining digits are in the numerical output.

## Table of computed values

```
j=1/2: largest element of [H_K,S^2] = 0.0e+00
j=3/2: largest element of [H_K,S^2] = 0.0e+00
   n=3: M=j determinants 1, J=j multiplets 1, with v=3: 0
j=5/2: largest element of [H_K,S^2] = 1.3e-15
   n=3: M=j determinants 2, J=j multiplets 1, with v=3: 0
j=7/2: largest element of [H_K,S^2] = 3.6e-15
   n=3: M=j determinants 4, J=j multiplets 1, with v=3: 0
j=9/2: largest element of [H_K,S^2] = 3.4e+00
   n=3: M=j determinants 7, J=j multiplets 2, with v=3: 1
j=7/2, n=4: number of v=4, J=0 states = 0
j=9/2: squared norm of unnormalized v=3 state = 190.666667
Pair weights in v=1 and v=3 and coupling c_K (dimensionless):
   K=0: 0.800000  0.000000  +0.000000
   K=2: 0.250000  0.098485  -0.156911
   K=4: 0.450000  1.284965  +0.760417
   K=6: 0.650000  1.456061  -0.972851
   K=8: 0.850000  0.160490  +0.369345
Nuclear charge = 80, gamma = 4.965802, Q/P = -0.058579
   F^0 = 2.65242135 hartree
   F^2 = 1.55140831 hartree
   F^4 = 1.05662985 hartree
   F^6 = 0.78915725 hartree
   F^8 = 0.62549301 hartree
   V_0 = 3.24560284 hartree
   V_2 = 2.86634559 hartree
   V_4 = 2.61538374 hartree
   V_6 = 2.49366934 hartree
   V_8 = 2.52115104 hartree
Repulsion energy of v=1 state = 8.25385480 hartree
Repulsion energy of v=3 state = 7.67852025 hartree
Coupling of v=1 and v=3 = 4.4227e-02 hartree
Coupling of v=1 and v=3 = 1.2035e+00 eV
Lower J=9/2 level = 7.67514033 hartree
Upper J=9/2 level = 8.25723472 hartree
Level separation = 15.839595 eV
v=3 fraction of lower level = 0.99419352
Minor seniority fraction in each level = 5.8065e-03
```
